# Quantum efficiency and matched top mirror of a resonant-cavity photodiode

An absorbing layer 0.969 µm thick, with absorption coefficient 0.2 µm$^{-1}$, takes up 17.6% of the light that crosses it once. With a perfect mirror behind it, so that the light crosses twice, it takes up 32.1%. If a second mirror, of reflectivity 0.679, is now placed in front, the absorbed fraction at resonance rises to 0.999999. The added mirror would by itself turn away more than two thirds of the light, yet almost nothing is reflected. To take up 99% in a single pass, the layer would have to be 23 µm thick.

This matters for detectors working at wavelengths where their material absorbs weakly. The numbers used here are model parameters, not data for a particular material.

## The cavity and its conventions

Plane monochromatic light of vacuum wavelength $\lambda$ falls normally on a cavity of length $L$ and real refractive index $n$. The cavity contains an absorber of thickness $d$ with the same real index. Fields vary as $e^{-i\omega t}$, so a downward wave, travelling towards the back mirror, has the factor $e^{i\beta z}$ in the transparent parts and $e^{iqz}$ in the absorber, where

$$
\beta=\frac{2\pi n}{\lambda},\qquad q=\beta+\frac{i\alpha}{2}. \tag{1}
$$

The factor $1/2$ makes the power, the squared modulus, decay as $e^{-\alpha z}$. The power transmission of one pass is

$$
a=e^{-\alpha d}. \tag{2}
$$

Amplitudes are normalised so that their squared moduli are photon fluxes, and the incident amplitude is 1. The mirrors, seen from inside, have reflection amplitudes $r_1=\sqrt{R_1}\,e^{i\psi_1}$ (top) and $r_2=\sqrt{R_2}\,e^{i\psi_2}$ (back). Nothing but the absorber absorbs inside the cavity, and each absorbed photon is taken to give one collected carrier pair. The quantum efficiency $\eta$ is then the absorbed fraction of the incident photons. If only a fraction of the pairs is collected, independent of where they are created, $\eta$ is multiplied by that fraction.

The top mirror is lossless and reciprocal, with transmission amplitude $t$ in both directions. Let $D$ and $U$ be the downward and upward amplitudes just below it, and $o$ the total reflected amplitude outside. For a general incident amplitude $i_0$,

$$
D=t\,i_0+r_1U,\qquad o=r_1'\,i_0+t\,U. \tag{3}
$$

Flux conservation, $|D|^2+|o|^2=|i_0|^2+|U|^2$, must hold for every $i_0$ and $U$. The terms in $|U|^2$ give $|t|^2=1-R_1$. The cross terms give $t^*r_1+r_1'^{*}t=0$. The phase reference outside can be chosen to make $t$ real and positive, and then

$$
t=\sqrt{1-R_1},\qquad r_1'=-r_1^*. \tag{4}
$$

The minus sign in (4) is what will allow two reflected contributions to cancel.

## From stored light to quantum efficiency

Neglect for now the weak reflections at the faces of the absorber. On a round trip the wave crosses the absorber twice, and its amplitude falls by $e^{-\alpha d/2}$ each time, hence by $a$ in all. With $i_0=1$,

$$
U=\rho D,\qquad \rho=r_2\,a\,e^{2i\beta L}. \tag{5}
$$

Inserting this in (3) gives $D=t+r_1\rho D$, so $D=t/(1-r_1\rho)$. Define

$$
\phi=2\beta L+\psi_1+\psi_2,\qquad g=\sqrt{R_1R_2}\,a, \tag{6}
$$

so that $r_1\rho=g\,e^{i\phi}$. Since $|1-ge^{i\phi}|^2=1-2g\cos\phi+g^2$,

$$
|D|^2=\frac{1-R_1}{1-2g\cos\phi+g^2}. \tag{7}
$$

The downward flux $|D|^2$ loses $(1-a)|D|^2$ in the absorber. The part $a|D|^2$ reaches the back mirror, $R_2a|D|^2$ returns, and of this the fraction $1-a$ is absorbed. Adding the two contributions,

$$
\boxed{\;\eta=\frac{(1-R_1)(1-a)(1+R_2a)}{1-2\sqrt{R_1R_2}\,a\cos\phi+R_1R_2a^2}\;} \tag{8}
$$

## What adding the two powers leaves out

The waves inside the absorber are coherent, so adding their powers needs a justification. Let $F$ be the total field in the absorber, obeying $F''+q^2F=0$. Its flux is $J=\mathrm{Im}(F^*F')/\beta$, and

$$
\frac{dJ}{dz}=\frac{\mathrm{Im}(F^*F'')}{\beta}
=-\frac{\mathrm{Im}(q^2)}{\beta}|F|^2=-\alpha|F|^2, \tag{9}
$$

because $\mathrm{Im}(q^2)=\alpha\beta$. Absorption follows the local $|F|^2$, which contains a cross term.

At depth $z$ in the absorber the downward wave has modulus $|D|e^{-\alpha z/2}$. The upward wave has modulus $|D|\sqrt{R_2}\,e^{-\alpha d/2}e^{-\alpha(d-z)/2}$. Their product is $|D|^2\sqrt{R_2}\,a$, independent of $z$. At distance $x$ from the back mirror their phase difference is $2\beta x+\psi_2$. If the centre of the absorber lies at $x_c$, the cross term contributes

$$
\begin{aligned}
C&=2\alpha\sqrt{R_2}\,a|D|^2\int_{x_c-d/2}^{x_c+d/2}\cos(2\beta x+\psi_2)\,dx\\
&=2\alpha\sqrt{R_2}\,a|D|^2\,\frac{\sin(\beta d)\cos(2\beta x_c+\psi_2)}{\beta}.
\end{aligned} \tag{10}
$$

It vanishes when $\beta d$ is a multiple of $\pi$, that is, when the absorber is a whole number of half-waves thick. Otherwise, compare it with the retained power $(1-a)(1+R_2a)|D|^2$. Since $1+R_2a\ge 2\sqrt{R_2a}$,

$$
\frac{|C|}{(1-a)(1+R_2a)|D|^2}\le\frac{\alpha\sqrt a}{\beta(1-a)}
=\frac{\alpha}{2\beta\sinh(\alpha d/2)}\le\frac{1}{\beta d}. \tag{11}
$$

The last step uses $\sinh y\ge y$. The cross term is therefore small for an absorber many wavelengths thick, whatever its position.

The other omission is reflection at the absorber faces, of amplitude

$$
\frac{\beta-q}{\beta+q}=\frac{-i\alpha/2}{2\beta+i\alpha/2}\simeq-\frac{i\alpha}{4\beta}. \tag{12}
$$

In the example $\lambda=1550$ nm and $n=4$, so $\beta=16.21$ µm$^{-1}$ and $\alpha/\beta=0.0123$. The face reflection has amplitude 0.003. The absorber is five half-waves thick and the cavity eight, or 1.55 µm, so (10) vanishes at the design wavelength.

Formula (8) was tested against a solution of the wave equation that keeps both effects and integrates $\alpha|F|^2$. With transparent gaps of 0.2325 µm above the absorber and 0.34875 µm below it, and over 27 combinations of mirror reflectivities and round-trip phase, the largest absolute difference in $\eta$ was 0.00024. Making the absorber eight times thicker at the same $\alpha d$, with the transparent gaps unchanged, reduced this difference by a factor of 7.99. That is the behaviour of an error proportional to $\alpha/\beta$. Both absorbers are a whole number of half-waves thick, so (10) vanishes and these differences come from the face reflections alone. For an absorber 5.5 half-waves thick, with the same $\alpha d$, gaps and mirrors, the largest difference is 0.02. Adding (10) to (8) does not repair this and raises the difference to 0.03, because the face reflections then change $|\rho|$, and with it $|D|^2$, at the same order. Equations (19) and (28) below treat the two effects together for a perfect back mirror.

## The best top mirror

For given mirrors the denominator of (8) is smallest at resonance, $\phi=2\pi m$ with integer $m$. Put $s=\sqrt{R_1}$ and $b=\sqrt{R_2}\,a$. At resonance the dependence on the top mirror is contained in

$$
f(s)=\frac{1-s^2}{(1-bs)^2}. \tag{13}
$$

Its derivative is

$$
f'(s)=\frac{-2s(1-bs)+2b(1-s^2)}{(1-bs)^3}=\frac{2(b-s)}{(1-bs)^3}, \tag{14}
$$

since the terms $2bs^2$ and $-2bs^2$ cancel. The function rises for $s<b$ and falls for $s>b$, so the maximum is at $s=b$:

$$
R_1^{\rm best}=R_2\,e^{-2\alpha d}. \tag{15}
$$

There $f=1/(1-b^2)$, and

$$
\eta_{\max}=\frac{(1-a)(1+R_2a)}{1-R_2a^2}. \tag{16}
$$

For a perfect back mirror, $R_2=1$, the numerator becomes $1-a^2$ and equals the denominator. Thus

$$
\boxed{\;R_1=e^{-2\alpha d}\quad\Longrightarrow\quad\eta=1\;} \tag{17}
$$

at resonance. In the example $\alpha d=0.2\times0.96875=0.19375$, so $a=0.82386$ and $R_1=a^2=0.67875$. A numerical search over $R_1$ with the wave solution puts the maximum at 0.67861.

The photon budget shows how a weak absorber can take everything. From (7), with $R_2=1$ and $s=a$, the stored downward flux is

$$
|D|^2=\frac{1-a^2}{(1-a^2)^2}=\frac{1}{1-R_1}=\frac{1}{0.32125}=3.113 \tag{18}
$$

times the incident flux. The downward pass absorbs $3.113\times0.17614=0.5483$ of the incident photons, and the upward pass absorbs $0.5483\times0.82386=0.4517$. The sum is 1.

## Why the reflection disappears

The reflected amplitude follows from (3)–(5):

$$
o=-r_1^*+\frac{(1-R_1)\rho}{1-r_1\rho}
=\frac{\rho-r_1^*}{1-r_1\rho}. \tag{19}
$$

In the numerator, $-r_1^*(1-r_1\rho)=-r_1^*+R_1\rho$, and the term $R_1\rho$ cancels against part of $(1-R_1)\rho$. The first contribution to $o$ is the prompt reflection from the top mirror. The second is light leaking out of the cavity. At resonance $\rho=b\,e^{-i\psi_1}$, so

$$
|o|^2=\left(\frac{s-b}{1-sb}\right)^2. \tag{20}
$$

The two contributions cancel at $s=b$. For $s<b$ the leakage is the larger; for $s>b$ the prompt reflection is. In the example, where both mirror phases are $\pi$, the wave solution gives a prompt amplitude of $0.82386$ and a leaked amplitude of $-0.82359-0.00095i$. Their sum has squared modulus $1.0\times10^{-6}$, which is the unabsorbed fraction. It remains because the face reflections (12) slightly change $\rho$.

With $R_2=1$ all light that is not reflected is absorbed, so $\eta=1-|o|^2$. This gives the tolerance on the top mirror. The requirement $\eta\ge0.99$ means $|s-a|\le0.1(1-sa)$, or

$$
\frac{a-0.1}{1-0.1a}\le s\le\frac{a+0.1}{1+0.1a}. \tag{21}
$$

For $a=0.82386$ the limits are $s=0.789$ and $0.854$, so $R_1$ may lie between 0.622 and 0.728. Farther away the loss is substantial: $\eta$ is 0.75 at $R_1=0.3$, 0.92 at 0.5, 0.93 at 0.8 and 0.67 at 0.9. A more reflecting top mirror is thus not always better, although it makes the resonance sharper.

Two limits of (17) are useful. If $\alpha d\gg1$, the best $R_1$ tends to zero: the light is absorbed before it can return, and the front should simply not reflect. If $\alpha d\ll1$, then $1-R_1\simeq2\alpha d$: the transmission of the top mirror must equal the fractional loss of one round trip.

## An imperfect back mirror

Subtracting (16) from 1 gives

$$
1-\eta_{\max}=\frac{1-R_2a^2-(1-a+R_2a-R_2a^2)}{1-R_2a^2}
=\frac{a(1-R_2)}{1-R_2a^2}. \tag{22}
$$

By (20) nothing is reflected at this optimum. The missing photons go into or through the back mirror: they are the flux $a|D|^2$ arriving there, with $|D|^2=1/(1-R_2a^2)$, times $1-R_2$. For $R_2=0.99$ the best top reflectivity is 0.672 and the peak efficiency 0.975. For $R_2=0.90$ they are 0.611 and 0.788. A loss of 10% per reflection costs 21% of the photons, because the stored light meets the mirror repeatedly.

When $\alpha d$ and $1-R_2$ are both small, the denominator of (22) is approximately $(1-R_2)+2\alpha d$. High efficiency then requires $1-R_2\ll2\alpha d$, so a thinner absorber needs a better back mirror.

## The price in bandwidth

Write the denominator of (8) as $(1-g)^2+4g\sin^2(\phi/2)$, with $\phi$ measured from resonance. The efficiency is halved when the second term equals the first. The full width at half maximum is therefore

$$
\Delta\phi=4\arcsin\frac{1-g}{2\sqrt g}, \tag{23}
$$

provided the argument does not exceed 1; for smaller $g$ the efficiency never falls to half its peak. If $n$, $\alpha$ and the mirror properties are constant across the line, $\phi$ changes with frequency $\nu$ as $4\pi nL\nu/c$, and

$$
\Delta\nu=\frac{c\,\Delta\phi}{4\pi nL}. \tag{24}
$$

The matched cavity with $R_2=1$ has $g=a^2=0.67875$. The argument in (23) is $0.32125/(2\times0.82386)=0.1950$, so $\Delta\phi=0.785$ rad and $\Delta\nu=3.02$ THz. The wave solution gives 3.016 THz, which is 0.15% lower and corresponds to a width of 24.2 nm in wavelength. A mirror whose phase rises with frequency makes $\phi$ vary faster and narrows the line. For low-contrast Bragg mirrors this is not a small correction. A back mirror of 40 quarter-wave pairs with indices 4.0 and 3.5 acts like 0.68 µm of extra cavity length. In a cavity of 8.5 half-waves with the same absorber, it gives a width of 2.0 THz where (24) predicts 2.8 THz.

If $\alpha d\ll1$ while the absorber is still a whole number of half-waves or many wavelengths thick, then $1-g\simeq2\alpha d$, hence $\Delta\phi\simeq4\alpha d$ and

$$
\Delta\nu\simeq\frac{c\,\alpha}{\pi n}\,\frac dL. \tag{25}
$$

Within this range and at fixed cavity length, thinning the absorber and rematching the mirror keeps the peak close to 1 (about 0.999 for an unfavourably placed absorber 4.5 or 5.5 half-waves thick) but narrows the band roughly in proportion.

Midway between resonances $\cos\phi=-1$, and the matched device has

$$
\eta=\left(\frac{1-a^2}{1+a^2}\right)^2=\left(\frac{0.32125}{1.67875}\right)^2=0.037. \tag{26}
$$

The wave solution gives this value when $\phi$ is shifted by $\pi$ through the mirror phase. At the frequencies midway between resonances the absorber is no longer a whole number of half-waves thick, and it gives 0.035. Both are well below the single-pass value of 0.176. For a weak absorber the matched cavity improves detection near resonance and suppresses it between resonances. Since (26) equals $\tanh^2(\alpha d)$, this suppression disappears for $\alpha d>1.22$, where even the minimum exceeds the single-pass value $1-e^{-\alpha d}$.

## A thin absorber and the standing wave

The rule (17) can fail when the absorber is much thinner than a half-wave, because (10) is then small, compared with the retained power, only at particular positions. Equation (19) shows what replaces it. It holds for any structure below the top mirror if $\rho$ denotes the true reflection amplitude of that structure. Complete absorption with a perfect back mirror requires

$$
\rho=r_1^*, \tag{27}
$$

which fixes both a phase, the resonance condition, and a magnitude, $R_1=|\rho|^2$.

To find $|\rho|^2$ to first order in $\alpha$, send a wave of unit flux downward with the top mirror absent. Its superposition with the wave returned by the back mirror has $|F|^2=2[1+\cos(2\beta x+\psi_2)]$. Integrating $\alpha|F|^2$ over the absorber, as in (10), gives the round-trip loss

$$
1-|\rho|^2\simeq2\alpha d\,S,\qquad
S=1+\frac{\sin\beta d}{\beta d}\cos(2\beta x_c+\psi_2). \tag{28}
$$

The matching rule becomes

$$
R_1\simeq e^{-2\alpha dS}, \tag{29}
$$

which agrees with (28) to first order. A very thin layer has $S$ near 2 at an antinode of the field and near 0 at a node.

For a layer 20 nm thick in the same cavity, $S=1.983$ at an antinode and 0.0174 at a node. The round-trip losses from the wave solution are 0.01574 and 0.000140. The first-order estimate (28) is 0.8% above the former and agrees with the latter to the digits printed.

Suppose the standing wave is ignored for the layer at the antinode, and the top mirror is chosen from (17), $R_1=0.99203$. Let $T=1-R_1$ and $\Lambda=1-|\rho|^2$. With a perfect back mirror, $\eta=1-|o|^2$ and (19) give, at resonance,

$$
\eta=\frac{(1-R_1)(1-|\rho|^2)}{(1-\sqrt{R_1}\,|\rho|)^2}
\simeq\frac{4T\Lambda}{(T+\Lambda)^2}, \tag{30}
$$

because $1-\sqrt{(1-T)(1-\Lambda)}\simeq(T+\Lambda)/2$ for small losses. Here $\Lambda\simeq ST$, so $\eta\simeq4S/(1+S)^2=0.891$, as the wave solution also finds. Choosing $R_1=0.98427$ from (29) restores the absorption to within $3\times10^{-6}$ of 1.

At the node the same layer could in principle be matched too, but only with $1-R_1\simeq1.4\times10^{-4}$. Any other loss in the cavity then competes with this small useful loss. Condition (27) would still remove the reflection, but most photons could be absorbed where they give no photocurrent. Complete absorption is complete detection only when the absorber is the sole loss.

## Computed results

```
wavelength = 1550 nm
refractive index n = 4.0
absorption coefficient alpha = 0.200 um^-1
propagation constant beta = 16.2147 um^-1
alpha/beta = 0.01233
half-wave thickness = 0.19375 um
cavity length L = 1.55000 um
absorber thickness d = 0.96875 um
gap above absorber = 0.23250 um
gap below absorber = 0.34875 um
alpha*d = 0.19375
single-pass transmission a = 0.82386
single-pass absorption = 0.17614
two-pass absorption, R1=0 and R2=1 = 0.32125
thickness for 99% single-pass absorption = 23.026 um
matching reflectivity exp(-2 alpha d) = 0.67875
best R1 from wave solution, R2=1 = 0.67861
wave-solution absorption at formula R1 = 0.9999990
gain over single pass = 5.6774
prompt reflected amplitude = 0.82386+0.00000i
leaked amplitude = -0.82359-0.00095i
stored downward flux / incident flux, wave = 3.1115
stored downward flux / incident flux, formula = 3.1129
R1=0.3, R2=1: eta formula = 0.74677, wave = 0.74698
R1=0.5, R2=1: eta formula = 0.92177, wave = 0.92191
R1=0.8, R2=1: eta formula = 0.92808, wave = 0.92794
R1=0.9, R2=1: eta formula = 0.67341, wave = 0.67320
R2=0.90: best R1 formula = 0.61088, wave = 0.61067
R2=0.90: peak eta formula = 0.78828, wave = 0.78818
R2=0.99: best R1 formula = 0.67196, wave = 0.67181
R2=0.99: peak eta formula = 0.97488, wave = 0.97487
phase full width at half maximum = 0.78488 rad
frequency full width, formula = 3.0201 THz
frequency full width, wave = 3.0157 THz
wavelength full width, wave = 24.170 nm
antiresonance eta, formula = 0.03662
antiresonance eta, wave = 0.03664
largest eta error, 27 cases = 0.000240
largest eta error, absorber 8 times thicker = 0.000030
ratio of these errors, same alpha*d and gaps = 7.991
thin absorber thickness = 20.0 nm
thin layer at antinode: standing-wave factor S = 1.98256
thin layer at antinode: round-trip loss, wave = 0.0157355
thin layer at antinode: 2 alpha d S = 0.0158605
thin layer at node: standing-wave factor S = 0.01744
thin layer at node: round-trip loss, wave = 0.0001395
thin layer at node: 2 alpha d S = 0.0001395
thin antinode layer: R1 without S = 0.992032
thin antinode layer: eta at that R1, wave = 0.89147
thin antinode layer: R1 with S = 0.984265
thin antinode layer: eta at that R1, wave = 0.9999979
```
